\section*{Transverse spin absorption at a ferromagnetic exchange step, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: matching waves and counting flux}

\subsection{The decision, and the model}

A calculation of current-driven magnetization dynamics has to decide where the torque acts. One choice is a boundary condition: the magnet takes up the whole transverse part of the arriving spin current at its surface, and the electron spin is not followed any further. The other choice is to resolve the electron spin inside the magnet. The boundary condition needs two facts to justify it, namely how much transverse spin is reflected and how far the rest travels before it has been handed over. Both can be found for an electron that meets an exchange step.

We use Rydberg atomic units, with \(\hbar=1\) and electron mass \(1/2\), so that lengths are in bohr and energies in Ry. The velocity of a plane wave of wave number \(k\) is then \(2k\). The region \(x<0\) is a nonmagnetic metal with potential zero, and \(x>0\) is a half-infinite ferromagnet with constant potentials \(V_\uparrow\) and \(V_\downarrow\) for the two spin states. The \(z\) axis is the direction of the majority electron spin, and
\begin{equation}
\Delta=V_\downarrow-V_\uparrow>0
\end{equation}
is the exchange splitting. The magnet is treated as a rigid exchange field, without spin-orbit coupling, disorder or magnetic excitations. The interface is flat, so the momentum parallel to it is conserved and separates off. What remains is one-dimensional motion at the normal energy \(E>0\):
\begin{equation}
-\psi_\sigma''+V_\sigma(x)\psi_\sigma=E\psi_\sigma ,\qquad \sigma=\uparrow,\downarrow .
\label{eq:schr}
\end{equation}
The wave numbers are
\begin{equation}
k=\sqrt{E},\qquad k_\sigma=\sqrt{E-V_\sigma},\qquad \operatorname{Im}k_\sigma\ge 0 .
\end{equation}
If \(E<V_\sigma\), then \(k_\sigma\) is positive imaginary and the wave \(e^{ik_\sigma x}\) decays into the magnet. Such a channel is called closed or evanescent.

\subsection{The transverse spin flux}

Let \(s_a=\tfrac12\psi^\dagger\sigma_a\psi\) be the density of spin component \(a\). The two transverse components are conveniently joined in one complex number. Since \(\tfrac12(\sigma_x+i\sigma_y)\) has a single nonzero element, which connects up on the left with down on the right,
\begin{equation}
s_+=s_x+is_y=\psi_\uparrow^*\psi_\downarrow .
\end{equation}
Its flux follows from its rate of change. The time-dependent equation gives \(\partial_t\psi_\downarrow=i\psi_\downarrow''-iV_\downarrow\psi_\downarrow\) and, after complex conjugation, \(\partial_t\psi_\uparrow^*=-i\psi_\uparrow^{*\prime\prime}+iV_\uparrow\psi_\uparrow^*\). Therefore
\begin{align}
\partial_t s_+
&=(\partial_t\psi_\uparrow^*)\psi_\downarrow+\psi_\uparrow^*\,\partial_t\psi_\downarrow\nonumber\\
&=i\left(\psi_\uparrow^*\psi_\downarrow''-\psi_\uparrow^{*\prime\prime}\psi_\downarrow\right)
-i(V_\downarrow-V_\uparrow)\psi_\uparrow^*\psi_\downarrow .
\end{align}
The first bracket is the derivative of \(\psi_\uparrow^*\psi_\downarrow'-\psi_\uparrow^{*\prime}\psi_\downarrow\), because the products of two first derivatives cancel. Inside the magnet this is a continuity equation with a source,
\begin{equation}
\partial_t s_+ +\partial_xQ_+=-i\Delta s_+,\qquad
Q_+=-i\left(\psi_\uparrow^*\psi_\downarrow'-\psi_\uparrow^{*\prime}\psi_\downarrow\right).
\label{eq:Q}
\end{equation}
Here \(Q_+=Q_x+iQ_y\) is the transverse spin flux toward positive \(x\). The source is the torque per unit length that the exchange field exerts on the electron. Without a gradient it would give \(s_+\propto e^{-i\Delta t}\), which is precession about \(z\). For \(x<0\) the source is absent.

\subsection{Incident spin}

An incident wave of unit density, with spin at polar angle \(\theta\) and azimuth \(\phi\), has amplitudes
\begin{equation}
a_\uparrow=\cos\frac{\theta}{2}\,e^{-i\phi/2},\qquad
a_\downarrow=\sin\frac{\theta}{2}\,e^{i\phi/2},
\end{equation}
each multiplied by \(e^{ikx}\). Their product is \(a_\uparrow^*a_\downarrow=\tfrac12\sin\theta\,e^{i\phi}\). In \(Q_+\) the two derivatives contribute \(ik\) and \(-ik\), so
\begin{equation}
Q_+^{\rm in}=-i\,(ik+ik)\,a_\uparrow^*a_\downarrow
=2k\,a_\uparrow^*a_\downarrow=k\sin\theta\,e^{i\phi}.
\end{equation}
This is velocity \(2k\) times spin \(\tfrac12\) times the transverse unit vector, as it should be. For the transversely polarized electron we take \(\theta=\pi/2\) and \(\phi=0\), with spin along \(x\). All transverse fluxes below are divided by \(Q_+^{\rm in}\). The real part of such a fraction is then the component along the incident spin, and the imaginary part is the component along \(y\), perpendicular to both the incident spin and the majority direction. A different polar angle changes the absolute fluxes by the factor \(\sin\theta\) and leaves the fractions unchanged.

\subsection{Matching}

In each spin channel the solution is
\begin{equation}
\psi_\sigma=a_\sigma\begin{cases}e^{ikx}+r_\sigma e^{-ikx},&x<0,\\ t_\sigma e^{ik_\sigma x},&x>0.\end{cases}
\end{equation}
A finite potential jump leaves \(\psi_\sigma\) and \(\psi_\sigma'\) continuous at \(x=0\), which requires
\begin{equation}
1+r_\sigma=t_\sigma,\qquad k(1-r_\sigma)=k_\sigma t_\sigma .
\end{equation}
Multiplying the first condition by \(k\) and adding the second gives \(2k=(k+k_\sigma)t_\sigma\). The first condition then gives \(r_\sigma=t_\sigma-1\). Hence
\begin{equation}
t_\sigma=\frac{2k}{k+k_\sigma},\qquad r_\sigma=\frac{k-k_\sigma}{k+k_\sigma}.
\label{eq:rt}
\end{equation}
No step used a real \(k_\sigma\), so the amplitudes also hold for a closed channel.

\subsection{Flux on the left: the reflected part}

For \(x<0\), abbreviate \(e=e^{ikx}\), so that \(e^*=e^{-ikx}\) and \(ee^*=1\). Equation~(\ref{eq:Q}) gives
\begin{align}
\frac{Q_+}{a_\uparrow^*a_\downarrow}
&=-i\Big[(e^*+r_\uparrow^*e)\,ik\,(e-r_\downarrow e^*)
+ik\,(e^*-r_\uparrow^*e)(e+r_\downarrow e^*)\Big]\nonumber\\
&=k\Big[1-r_\downarrow e^{*2}+r_\uparrow^*e^2-r_\uparrow^*r_\downarrow
+1+r_\downarrow e^{*2}-r_\uparrow^*e^2-r_\uparrow^*r_\downarrow\Big]\nonumber\\
&=2k\,(1-r_\uparrow^*r_\downarrow).
\end{align}
The interference terms between the incident and reflected waves cancel, as they must where no torque acts and the flux cannot depend on position. Divided by \(2k\,a_\uparrow^*a_\downarrow\), the net flux is \(1-R\), where
\begin{equation}
R=r_\uparrow^*r_\downarrow
\label{eq:R}
\end{equation}
is the reflected fraction. It counts the spin carried to the left by the reflected wave. It is a complex number and not a probability: its phase is the angle through which reflection has turned the transverse spin. This calculation did not use the explicit amplitudes~(\ref{eq:rt}), so the net flux on the left is \(1-r_\uparrow^*r_\downarrow\) for any spin-diagonal potential at \(x>0\).

\subsection{Flux on the right: the transmitted part}

For \(x>0\) the derivatives bring down \(ik_\downarrow\) and, from the conjugated wave, \(-ik_\uparrow^*\). Thus
\begin{equation}
\frac{Q_+}{a_\uparrow^*a_\downarrow}
=-i\,t_\uparrow^*t_\downarrow\,(ik_\downarrow+ik_\uparrow^*)\,e^{i(k_\downarrow-k_\uparrow^*)x},
\end{equation}
and division by \(2k\) gives the transmitted fraction at depth \(x\),
\begin{equation}
T(x)=t_\uparrow^*t_\downarrow\,\frac{k_\downarrow+k_\uparrow^*}{2k}\,
e^{i(k_\downarrow-k_\uparrow^*)x}.
\label{eq:T}
\end{equation}
At the interface the left and right results must agree. From Eq.~(\ref{eq:rt}),
\begin{align}
1-r_\uparrow^*r_\downarrow
&=\frac{(k+k_\uparrow^*)(k+k_\downarrow)-(k-k_\uparrow^*)(k-k_\downarrow)}
{(k+k_\uparrow^*)(k+k_\downarrow)}\nonumber\\
&=\frac{2k\,(k_\uparrow^*+k_\downarrow)}{(k+k_\uparrow^*)(k+k_\downarrow)}
=T(0).
\label{eq:identity}
\end{align}
In the numerator the terms \(k^2\) and \(k_\uparrow^*k_\downarrow\) cancel and the mixed terms double. The last equality follows on inserting \(t_\uparrow^*t_\downarrow=4k^2/[(k+k_\uparrow^*)(k+k_\downarrow)]\) into \(T(0)\).

The plane \(x=0\) therefore absorbs no transverse spin in this model. What disappears from the flux between \(0\) and a depth \(L\) is
\begin{equation}
A(L)=1-R-T(L)=(1-R)\left[1-e^{i(k_\downarrow-k_\uparrow^*)L}\right].
\label{eq:A}
\end{equation}
By angular momentum balance this is the torque on the magnet between \(0\) and \(L\), per unit incident transverse spin flux.

The longitudinal flux behaves differently. It is half the difference of the two particle fluxes, each of which is constant in \(x\). For \(\theta=\pi/2\), relative to the incident spin flux \(k\), it is
\begin{equation}
\frac{Q_z}{k}=\tfrac12\left[(1-|r_\uparrow|^2)-(1-|r_\downarrow|^2)\right]
=\tfrac12\left(|r_\downarrow|^2-|r_\uparrow|^2\right)
\end{equation}
on both sides. The step sorts the spins, but it takes up no angular momentum along \(z\).

\subsection{Open and closed channels}

\paragraph{Both channels open.} Here \(R\) is real, and \(T(x)\) has constant magnitude while it turns by the angle \(-(k_\uparrow-k_\downarrow)x\). At a sharp energy the transverse spin is never delivered for good: \(A(L)\) oscillates with the period
\begin{equation}
\lambda=\frac{2\pi}{k_\uparrow-k_\downarrow}
\end{equation}
and has no limit for large \(L\). A wave packet is different: it contains a spread of energies, and its two spin parts move at different velocities, so its transverse flux, integrated over time, fades with depth. The sign of \(R\) is that of \((k-k_\uparrow)(k-k_\downarrow)\). If \(k\) lies between \(k_\downarrow\) and \(k_\uparrow\), the reflected transverse spin is reversed. A reversed spin carried to the left counts as unreversed spin carried to the right, so the net flux then exceeds the incident one.

Take \(V_\uparrow=-0.10\) Ry, \(V_\downarrow=0.20\) Ry and \(E=0.50\) Ry. These are model values, not fitted to a particular metal: the splitting of 0.30 Ry, or 4.1 eV, is larger than that of the 3d bands in iron, cobalt or nickel, so the lengths found below are not predictions for those magnets. The wave numbers are \(k=0.7071\), \(k_\uparrow=0.7746\) and \(k_\downarrow=0.5477\) in inverse bohr, so that
\begin{align}
r_\uparrow&=\frac{0.7071-0.7746}{0.7071+0.7746}=-0.0455,\\
r_\downarrow&=\frac{0.7071-0.5477}{0.7071+0.5477}=0.1270 .
\end{align}
Their product is \(R=-0.0058\), and \(T(0)=1.0058\). The period is \(2\pi/(0.7746-0.5477)=27.7\) bohr, or 1.47 nm. After half a period the flux has reversed and \(A=2(1-R)=2.01\): the magnet has taken up twice the incident transverse spin, and it gives it back over the next half period. The longitudinal flux is 0.007 of the incident spin flux.

\paragraph{Minority channel closed.} With \(k_\downarrow=i\kappa\), \(\kappa>0\), and real \(k_\uparrow\), the exponential in Eq.~(\ref{eq:T}) is \(e^{-\kappa x}e^{-ik_\uparrow x}\). The flux decays over the length \(1/\kappa\), and \(A(L)\) tends to \(1-R\) for a single electron. The minority wave is totally reflected with a phase shift, which turns the reflected spin out of the \(xz\) plane. At \(E=0.10\) Ry in the same potentials, \(k=0.3162\), \(k_\uparrow=0.4472\) and \(k_\downarrow=0.3162\,i\) in inverse bohr. Then \(r_\uparrow=-0.1716\) and \(r_\downarrow=(1-i)/(1+i)=-i\), so
\begin{equation}
R=(-0.1716)(-i)=0.1716\,i,\qquad 1-R=1-0.1716\,i .
\end{equation}
At this energy, \(E=V_\downarrow/2\), the decay constant \(\kappa\) equals \(k\), and \(r_\downarrow\) is purely imaginary. The component along the incident spin is then absorbed in full, and a perpendicular torque appears beside it. At other energies \(R\) also has the real part \(r_\uparrow(k^2-\kappa^2)/(k^2+\kappa^2)\). The decay length is \(1/0.3162=3.16\) bohr.

\paragraph{Both channels closed.} Write \(k_\sigma=i\kappa_\sigma\). Then \(k_\downarrow+k_\uparrow^*=i(\kappa_\downarrow-\kappa_\uparrow)\), which is not zero. No particles enter the magnet permanently, yet a transverse spin flux does enter and decays as \(e^{-(\kappa_\uparrow+\kappa_\downarrow)x}\). An insulating magnet can thus receive a torque from electrons that it reflects completely.

\paragraph{Limits.} Since \(|r_\sigma|\le1\), the magnitude of \(1-R\) cannot exceed 2. If the majority potential matches the metal, \(V_\uparrow=0\), then \(r_\uparrow=0\) and \(R=0\): no transverse spin is reflected, however strongly the minority electrons are. If \(\Delta\to0\) at fixed \(L\), with open channels, then \(k_\downarrow-k_\uparrow\to0\) and \(A(L)\to0\), as it must without an exchange field.

\section{Second derivation: sources and torque}

\subsection{What is carried over}

The metal fills \(x<0\) with potential zero, and the magnet fills \(x>0\) with potentials \(V_\uparrow\) and \(V_\downarrow=V_\uparrow+\Delta\). The normal energy is \(E=k^2\), and \(k_\sigma=\sqrt{E-V_\sigma}\) has a nonnegative imaginary part. The incident amplitudes are \(a_\sigma\), and transverse fluxes are complex numbers, \(x\) part plus \(i\) times \(y\) part, in units of the incident flux \(2k\,a_\uparrow^*a_\downarrow\). The first derivation gave the reflected, transmitted and absorbed fractions
\begin{align}
R&=r_\uparrow^*r_\downarrow,\qquad
T(x)=(1-R)\,e^{i(k_\downarrow-k_\uparrow^*)x},\label{eq:RT2}\\
A(L)&=(1-R)\left[1-e^{i(k_\downarrow-k_\uparrow^*)L}\right].\label{eq:A2}
\end{align}
We also keep the balance equation~(\ref{eq:Q}), which for a steady state in the magnet reads \(\partial_xQ_+=-i\Delta\,\psi_\uparrow^*\psi_\downarrow\). The amplitudes \(r_\sigma\) and \(t_\sigma\) will be found afresh, without boundary conditions at \(x=0\), and the absorption will be computed from the torque instead of from a difference of fluxes.

Matching waves at the exchange step has given the reflected, transmitted and absorbed fractions of the transverse spin flux for a single electron, and has shown that the interface plane itself absorbs none in this model. It remains to obtain the same results from sources and the torque, and to average over many electrons to see how well a boundary condition represents the total torque.
